# Filament density matrix from a complex contour with enclosed Fermi poles

The equilibrium density matrix of a filament joined to two electrodes can be computed from a few dozen Green-function evaluations in the complex energy plane, where direct integration over real energies may need hundreds or thousands. Per spin,

$$D=-\frac1\pi\,\mathrm{Im}\int_{C+L}G(z)f(z)\,dz+2kT\sum_{\nu=0}^{n_p-1}\mathrm{Re}\,G(z_\nu),\qquad z_\nu=\mu+i(2\nu+1)\pi kT. \tag{1}$$

Here $f(z)=1/(1+e^{(z-\mu)/kT})$ is the Fermi function, with $T>0$, and $G(z)=[z-H-\Sigma(z)]^{-1}$ is the filament's Green function. The arc $C$ runs above the real axis from a real energy $E_B$ below the whole spectrum to $\mu-a+i\Delta$, with $a>0$. The line $L$ continues to $+\infty+i\Delta$, at height $\Delta=2\pi n_pkT$. Equation (1) is an identity for real symmetric one-electron Hamiltonians; the numerical errors come from the quadrature and from cutting $L$ at a finite energy.

## The quantity and the direct scheme

Take an orthonormal basis and a real symmetric Hamiltonian, so no magnetic field. Independent electrons in equilibrium occupy each eigenstate $\psi_k$ of the complete system with probability $f(\varepsilon_k)$, hence

$$D_{ij}=\sum_k f(\varepsilon_k)\psi_{k,i}\psi_{k,j},\qquad G_{ij}(z)=\sum_k\frac{\psi_{k,i}\psi_{k,j}}{z-\varepsilon_k},$$

with $i,j$ on the filament. Since $-\mathrm{Im}\,(E+i0-\varepsilon)^{-1}/\pi=\delta(E-\varepsilon)$,

$$D=-\frac1\pi\int_{-\infty}^{\infty}f(E)\,\mathrm{Im}\,G(E+i0)\,dE. \tag{2}$$

The electrodes are eliminated as follows. Let $H_e$ be their Hamiltonian and $V$ the coupling. The filament columns of $(z-H_{\rm total})\mathcal G=1$ read

$$(z-H)G-V\mathcal G_{eF}=1,\qquad (z-H_e)\mathcal G_{eF}-V^TG=0.$$

Solving the second for $\mathcal G_{eF}$ and inserting it in the first gives $G=[z-H-\Sigma]^{-1}$ with $\Sigma=V(z-H_e)^{-1}V^T$.

Each electrode is modelled as a semi-infinite row of atoms with level zero and hopping $-t_L$, joined to an end atom of the filament by $-t_c$. Then $\Sigma$ has the value $t_c^2g$ on both end atoms and zero elsewhere, where $g$ is the Green function of the electrode's surface atom. Removing that atom leaves an identical electrode, so

$$g=\frac1{z-t_L^2g},\qquad g=\frac{z-\sqrt{z-2t_L}\sqrt{z+2t_L}}{2t_L^2}.$$

With principal roots, the root product behaves as $z-2t_L^2/z$ at large $z$, so $g\to1/z$, as a Green function must. The cuts lie on the real axis.

The example has seven atoms in a row, 1.5 nm long, with hopping $-1$ eV, $t_L=2$ eV and $t_c=0.5$ eV. The levels are 0.05 eV, except $-0.4$ eV on the third atom; $\mu=0$ and $T=300$ K, so $kT=0.02585$ eV. The obvious way to evaluate (2) is the trapezoidal rule from the band bottom, $-4$ eV, to $30kT=0.776$ eV. Its largest matrix-element error is $7\times10^{-3}$ with 500 points and still $1.8\times10^{-8}$ with 4000.

## What the real axis charges for

Two features of the integrand cause this cost. The first is the set of resonances, the filament levels broadened by escape into the electrodes. Near one of them the spectrum is a Lorentzian of half-width $\gamma$ centred at $E_0$. For a unit-area Lorentzian sampled at $s+mh$, Poisson summation gives

$$h\sum_m\frac{\gamma/\pi}{(s+mh-E_0)^2+\gamma^2}=1+2\sum_{m\ge1}e^{-2\pi m\gamma/h}\cos\frac{2\pi m(E_0-s)}h. \tag{3}$$

The error is small once $h$ is well below $2\pi\gamma$. The narrowest occupied resonance lies at $-1.924$ eV with full width 0.0135 eV, so $\gamma=0.00676$ eV. With 500 points, $h=4.776/499=0.00957$ eV and $2e^{-2\pi\gamma/h}\approx0.024$; a matrix element receives a fraction of this.

The cosine explains why 250 points happen to do slightly better, with an error of $6.4\times10^{-3}$. The resonance lies 2.076 eV above the first grid point. This is 216.92 steps of the 500-point grid, where the cosine is 0.88, but 108.24 steps of the 250-point grid, where it is about 0.04. On that coarser grid most of the error comes instead from the $m=2$ term of (3), about $-0.024$. Agreement between two grids at this stage would be weak evidence of convergence.

This resonance lies 74 $kT$ below $\mu$. It is full, and its detailed shape has practically no influence on $D$. The direct scheme resolves it anyway.

The second feature is the band edge. There $\mathrm{Im}\,g\propto\sqrt{4t_L^2-E^2}$, so the spectrum starts as $c\sqrt x$, with $x$ measured from the edge. On the grid $x=mh$,

$$h\sum_{m=1}^{M}c\sqrt{mh}=ch^{3/2}\left[\tfrac23M^{3/2}+\tfrac12M^{1/2}+K+O(M^{-1/2})\right].$$

The first term is the integral. The second is removed by the half weight of the last point, and the vanishing terms belong to the artificial upper end. The constant $K$ survives, leaving an error $cKh^{3/2}$. The order measured between 10,000 and 20,000 intervals is 1.500.

## Curing the edge leaves the resonances

The substitution $E=-2t_L\cos\theta$ removes the edge. Both the square root and $dE/d\theta$ are proportional to $\sin\theta$, so the integrand becomes an even, smooth, periodic function of $\theta$. With $n$ midpoints on $(0,\pi)$, which are $2n$ points on the full period, the rule wrongly counts Fourier components whose order is a non-zero multiple of $2n$, although their integrals vanish. A pole at $\theta_p$ makes component $m$ decay as $e^{-|m||\mathrm{Im}\,\theta_p|}$, so the error is proportional to $e^{-2n|\mathrm{Im}\,\theta_p|}$ for the nearest pole.

The poles can be found without scanning energies. Write $z=t_L(\lambda+1/\lambda)$. Then $g=\lambda/t_L$ satisfies the surface equation, because $z-t_L^2g=t_L/\lambda$. Let $P$ project on the two end atoms. Multiplying $(z-H-\Sigma)\psi=0$ by $\lambda$ gives

$$\left[t_L-\lambda H+\lambda^2\left(t_L-\frac{t_c^2}{t_L}P\right)\right]\psi=0. \tag{4}$$

This quadratic eigenvalue problem becomes an ordinary one of twice the size for the pair $(\psi,\lambda\psi)$. The wave amplitude changes by a factor of modulus $|\lambda|$ per electrode atom. Solutions with $|\lambda|<1$ decay and are bound states. Those with $|\lambda|>1$ grow; the complex ones come in conjugate pairs, of which the member with $\mathrm{Im}\,z<0$ is a resonance. Comparing $t_L(\lambda+1/\lambda)$ with $-2t_L\cos\theta$ gives $|\mathrm{Im}\,\theta_p|=|\ln|\lambda||$.

For a narrow resonance, $dE=2t_L\sin\theta\,d\theta$ turns this into

$$\ln|\lambda|\approx\frac{\gamma}{\sqrt{4t_L^2-E_0^2}}=\frac{0.00676}{\sqrt{16-1.924^2}}=0.00193.$$

Equation (4) gives 0.001928, and the observed decay of the error gives 0.001934. The Fermi poles do not set the rate here: their distance in $\theta$ is about $\pi kT/2t_L=0.020$, ten times larger.

At moderate accuracy the smoother integrand does not help. With 2000 points the error is $2.8\times10^{-4}$, against $5.0\times10^{-8}$ on the uniform energy grid. The $\theta$ grid covers the empty upper part of the band as well, and its local energy step at the narrow resonance is $3.51\,\pi/2000=0.0055$ eV, against 0.0024 eV. Its exponential law wins later: with 8000 points its error is $10^{-14}$, while the uniform grid is held at $6\times10^{-9}$ by the edge.

## Leaving the axis

The remedy is to stop resolving a spectrum when its integral is wanted. The spectral sum for $G$ has singularities at real energies and none above the axis. The path may therefore be lifted, provided that the poles of $f$ are counted.

Start at $E_B$, below all spectral weight; the part of (2) below $E_B$ vanishes. Go right along the real axis, up at large real energy, and back along $L$ and $C$. This loop runs counter-clockwise. The vertical piece vanishes because $f$ decays exponentially there. At $z=z_\nu+\delta$,

$$1+e^{(z-\mu)/kT}=1-e^{\delta/kT}\approx-\frac{\delta}{kT},\qquad f\approx-\frac{kT}{\delta},$$

so the residue of $Gf$ is $-kT\,G(z_\nu)$. The enclosed poles have $(2\nu+1)\pi kT<\Delta=2\pi n_pkT$, hence $\nu=0,\dots,n_p-1$. The residue theorem gives

$$\int_{\rm real}Gf\,dE-\int_{C+L}Gf\,dz=-2\pi i\,kT\sum_\nu G(z_\nu).$$

Applying $-\frac1\pi\mathrm{Im}$ turns the right side into $+2kT\sum_\nu\mathrm{Re}\,G(z_\nu)$, which is (1). If $H$ is complex Hermitian, $\psi_{k,j}$ in the spectral sums carries a complex conjugate, and the element-wise $-\frac1\pi\mathrm{Im}\,I$ must be replaced by $\frac{i}{2\pi}(I-I^\dagger)$, where $I$ is the integral of $Gf$ over real energies.

An isolated level $\varepsilon$ shows what the poles do. Let $y=(\varepsilon-\mu)/kT$ and let $n_p\to\infty$. The pole sum is

$$2kT\sum_\nu\mathrm{Re}\frac1{z_\nu-\varepsilon}=-2\sum_{\nu=0}^{\infty}\frac{y}{y^2+(2\nu+1)^2\pi^2}=-\frac12\tanh\frac y2,$$

by the partial-fraction series of the hyperbolic tangent. As $f=\frac12-\frac12\tanh\frac y2$, the distant path supplies the remaining $\frac12$. One could thus replace the path by this constant and sum poles alone, but the omitted tail is about $|y|/(2\pi^2n_p)$. For a level at $-1.924$ eV, $|y|=74$ and the tail is $3.8/n_p$, so an error of $10^{-8}$ would take some $4\times10^8$ poles. The scheme used here encloses a few poles and integrates the rest. The slow tail belongs to the poles of $f$ itself. Replacing the hyperbolic tangent by its truncated continued fraction, $\tanh u=u/(1+u^2/(3+u^2/(5+\cdots)))$, gives an approximant with its own poles and residues on the line $\mathrm{Re}\,z=\mu$. The constant $\frac12$ plus a sum over those poles converges fast: in the example, 14 poles above the axis give an error of $9\times10^{-9}$ and 22 reach rounding level.

## Choosing the path and the nodes

The height $\Delta=2\pi n_pkT$ lies midway between two poles, at the largest possible distance $\pi kT$ from the nearest one. Moreover $e^{i\Delta/kT}=1$, so $f(x+i\Delta)=f(x)$ is real and positive on $L$. It can serve as the weight of a Gauss rule, leaving the rule to represent $G$ alone.

Let $x=(\mathrm{Re}\,z-\mu)/kT$, with $L$ starting at $x=-30$. Build polynomials $p_k$ orthonormal under $\int f\,p_kp_l\,dx$ by the recurrence

$$xp_k=\beta_{k+1}p_{k+1}+\alpha_kp_k+\beta_kp_{k-1}.$$

At a zero $x_j$ of $p_n$, the first $n$ of these equations say that $(p_0,\dots,p_{n-1})$ is an eigenvector, with eigenvalue $x_j$, of the tridiagonal matrix of the $\alpha_k$ and $\beta_k$. Let $N_j$ be its norm. The normalized eigenvectors form an orthogonal matrix, so $\sum_jp_k(x_j)p_l(x_j)/N_j^2=\delta_{kl}$. Hence the weights $w_j=1/N_j^2$ reproduce the integrals of all products with $k,l<n$. The product $p_np_{n-1}$ also comes out right, as zero, so the rule is exact through degree $2n-1$. Since $p_0=1/\sqrt{m_0}$ with $m_0=\int f\,dx$, each $w_j$ is $m_0$ times the squared first component of the normalized eigenvector. The defining integrals are cut at $x=40$, where $f=e^{-40}$.

The arc is a circle centred at a real point $c$. Let $E_1=\mu-a$. Equal distances to its two ends require

$$(c-E_B)^2=(E_1-c)^2+\Delta^2\quad\Rightarrow\quad c=\frac{E_1^2+\Delta^2-E_B^2}{2(E_1-E_B)}.$$

With $E_B=-6$ eV, $E_1=-30kT=-0.776$ eV and six poles, $\Delta=0.975$ eV, $c=-3.30$ eV and the radius is 2.70 eV. On the arc $z=c+Re^{i\varphi}$ and $dz=iRe^{i\varphi}d\varphi$. The angle runs from $\pi$ down to the argument of $E_1-c+i\Delta$, with Gauss–Legendre nodes. The path passes nearly 1 eV or more above the resonances, whose widths no longer set the sampling density.

The number of poles matters because it sets this distance. With 16 arc and 8 line nodes held fixed, one enclosed pole gives an error of $3.0\times10^{-5}$, two give $3.2\times10^{-7}$ and six give $2.1\times10^{-11}$. Raising $n_p$ lifts both $L$ and the end of the arc, so these figures do not separate the two effects.

Lower temperature makes a given height dearer: $n_p=\Delta/2\pi kT$, so the same $\Delta$ at 30 K needs 60 poles. Weaker contacts behave differently. To leading order $\gamma\propto t_c^2$, so by (3) a uniform real grid needs a number of points growing as $t_c^{-2}$, while $G$ on the lifted path tends smoothly to that of the isolated filament.

## States outside the band

The start $E_B$ must lie below bound states too. Lowering the fourth atom's level to $-6$ eV creates a state at $-6.33$ eV, below the electrode band. An integral over the band misses it and loses 1.00 electron per spin on the filament. A contour started at $-5$ eV gives the same wrong matrix, within $10^{-9}$; one started at $-12$ eV recovers the missing part. That part agrees within $10^{-9}$ with the state's projector, obtained by diagonalizing a finite chain. Refining the nodes cannot reveal such a loss, but (4) can, through a solution with $|\lambda|<1$. In the original example there is none.

## Result and cost

With 24 arc nodes, 10 line nodes and 6 poles, the populations $q_i=2D_{ii}$, both spins included, are 1.10, 0.96, 1.29, 0.94, 1.09, 0.98 and 1.07. For the first atom the path gives 0.4936 and the poles 0.0559, so $D_{11}=0.5495$ and $q_1=1.10$. The third atom, with the lowered level, holds the most charge. The largest pole contribution, 0.17 per spin, is off-diagonal, so omitting the poles would damage an off-diagonal element most.

The reference is $f(H_{\rm total})$ from diagonalizing a finite chain with 800 atoms in each electrode. The largest difference from the contour result is $9\times10^{-15}$, and shortening the electrodes to 600 atoms moves the reference by $10^{-12}$.

Among contours with six poles and half as many line nodes as arc nodes, the smallest one tried that brings the largest element error below $10^{-8}$ has 24 evaluations. Both real grids, tried in doublings, first succeed at 8000 points. A fairer rival is adaptive Gauss–Kronrod integration in $\theta$, which places its own points. Asked for $10^{-8}$, it uses 1239 evaluations, about 50 times the contour's count, and delivers $3\times10^{-15}$. It is therefore over-cautious. With the integral stopped at $30kT$ and a much looser requested error, 651 evaluations already meet the target, still 27 times the contour's count. This count and the contour's were both judged against a known answer; in practice one would repeat the contour calculation with more nodes and poles. These ratios compare the contour with real-axis rules; the continued-fraction pole sum described above meets the same target with 14 evaluations, fewer than the contour. Further error tables are in the numerical output.

## Reading the model as a memory filament

The parameters are round values, chosen to illustrate a one-atom-wide metallic filament with weakened contacts in an oxide resistive-memory cell; they are not fitted to a particular material. A straight, regular row of seven atoms is an idealization. Real filaments may be wider, disordered and mobile, and their $d$ orbitals may matter; these effects are not sized here.

The largest effect sized is charging. The filament holds 7.42 electrons where seven would be neutral. A rough screened repulsion $U=2$ eV, included in mean field without exchange by adding $U(q_i-1)$ to each level self-consistently, changes a population by up to 0.18 and a level by up to 0.22 eV. Exchange would cancel the repulsion between equal spins on the same atom; keeping only that between opposite spins lowers these figures to 0.14 and 0.15 eV. Even the first decimal of the populations therefore describes the model, not a device. Mean field is itself doubtful here. With repulsion between opposite spins only, it also has a solution in which the two spin populations of an atom differ by up to 0.49, which a calculation with equal spins cannot show. Repulsion makes a second electron in the level nearest $\mu$ dearer than the first by $U\sum_i\psi_i^4=0.48$ eV to first order in $U$, and by 0.60 eV when the isolated filament is diagonalized exactly. These are 3.8 and 4.8 times that level's width of 0.126 eV, so correlation between electrons may be strong.

The other estimates are smaller. Operation at 85 °C changes a population by up to about 0.005. An overlap of 0.1 between neighbouring filament atoms, with levels and hoppings unchanged, changes one by at most 0.004; the same overlap at the contacts and in the electrodes as well raises this to about 0.006. A read bias of 0.1 V, split equally between the electrodes with the levels held fixed, changes one by up to about 0.018. Letting the levels follow a linear drop along the filament raises this to about 0.04, and moving one electrode's chemical potential alone by 0.1 eV, with fixed levels, gives 0.04 to 0.09. Dropped along the filament, this bias is an average field of 0.67 MV/cm, below the rough several MV/cm at which good oxides break down.

Bias also limits the method. Let $\Gamma_{L,R}=i(\Sigma_{L,R}-\Sigma_{L,R}^\dagger)$ for the left and right electrodes. From $G-G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger$, the spectrum in the band splits into $G\Gamma_LG^\dagger+G\Gamma_RG^\dagger$, each part filled by its own electrode:

$$G\Gamma_LG^\dagger f_L+G\Gamma_RG^\dagger f_R=i(G-G^\dagger)f_R+G\Gamma_LG^\dagger(f_L-f_R).$$

The first term is an equilibrium one, and (1) applies to it with $\mu=\mu_R$. The second contains $G^\dagger$, whose continuation has its resonance poles above the axis, so the path cannot be lifted as before. It is integrated over real energies, but $f_L-f_R$ confines it to the bias window and its thermal margins. The deep narrow resonances that made the direct scheme expensive stay on the contour.

## Numbers as computed

```
atoms 7, length 1.50 nm, T 300 K
kT = 0.025852 eV, mu = 0.0 eV
hopping filament/electrode/contact = 1.0 2.0 0.5 eV
site levels = 0.05 eV, third atom -0.4 eV
contour start = -6.0 eV, line height (6 poles) = 0.9746 eV
line left end = -0.7756 eV
populations (electrons, both spins): 1.09909 0.95912 1.29024 0.93768 1.08702 0.98444 1.06521
total electrons on filament = 7.42280
bond elements D(i,i+1), per spin: 0.39362 0.27379 0.30882 0.33605 0.28011 0.39044
pole part of D(i,i), per spin: 0.05594 -0.00572 0.07268 -0.01475 0.04879 -0.00102 0.04184
largest pole element, per spin = 0.17403
contour (40 evaluations) max error = 9.2e-15
reference shift, 600 to 800 atoms per lead = 1.2e-12
frontier resonance: -0.0612 eV, width 0.1264 eV
narrowest occupied: -1.9240 eV, width 0.01352 eV
ln|lambda| predicted 0.001928, measured 0.001934
uniform-grid order in h = 1.500
contour: 12 evaluations, max error 7.1e-04
contour: 18 evaluations, max error 2.3e-06
contour: 24 evaluations, max error 7.3e-09
contour: 30 evaluations, max error 2.1e-11
contour: 36 evaluations, max error 3.8e-14
contour: 42 evaluations, max error 2.9e-15
contour: 48 evaluations, max error 3.2e-15
contour: 54 evaluations, max error 3.0e-15
real axis: 125 points, error uniform 2.0e-01, theta 8.1e-01
real axis: 250 points, error uniform 6.4e-03, theta 1.8e-01
real axis: 500 points, error uniform 7.1e-03, theta 6.4e-02
real axis: 1000 points, error uniform 1.9e-05, theta 2.1e-03
real axis: 2000 points, error uniform 5.0e-08, theta 2.8e-04
real axis: 4000 points, error uniform 1.8e-08, theta 1.1e-07
real axis: 8000 points, error uniform 6.4e-09, theta 1.0e-14
real axis: 16000 points, error uniform 2.3e-09, theta 5.4e-15
real axis: 32000 points, error uniform 8.0e-10, theta 6.7e-15
evaluations for error < 1e-08 (first tested): contour 24, uniform 8000, theta 8000
adaptive real axis: 1239 evaluations, error 2.7e-15
1 poles, 16 arc + 8 line nodes: max error 3.0e-05
2 poles, 16 arc + 8 line nodes: max error 3.2e-07
4 poles, 16 arc + 8 line nodes: max error 8.8e-10
6 poles, 16 arc + 8 line nodes: max error 2.1e-11
12 poles, 16 arc + 8 line nodes: max error 3.3e-15
bound-state test: fourth level -6.0 eV, bound energy -6.3339 eV
electrons per spin missed by band integral = 1.00000
mean-field charging, U = 2.0 eV: max population change 0.1821
  max level shift 0.2164 eV
frontier charging energy 0.4826 eV, ratio to width 3.82
bias 0.1 V: max population change 0.01801, field 0.667 MV/cm
358.15 K: max population change 0.00527
overlap 0.1: max population change 0.00350
```
